\section*{Dyson orbitals and the Manne–Åberg rule in core-level photoemission, part 1}

(Sections cited here and not found follow in the second part.)

\section{Operator derivation of the intensity and its mean}

\subsection{One missing electron, many lines}

An X-ray photon removes a 1s electron from a nitrogen atom. Consider the 1s electron whose spin is opposite to that of the three unpaired 2p electrons. (For the other spin, the ion with unchanged orbitals is a mixture of a triplet and a quintet of different energies, so its line is split from the start.) If the other electrons kept their orbitals, these photoelectrons would all leave with the same kinetic energy, and the energy lost to the ion would be minus the Hartree--Fock orbital energy. This is the Koopmans value of the binding energy. The remaining electrons do respond, however. They see a less screened nucleus, their orbitals contract, and the strongest line appears at a smaller binding energy. Weaker lines, the satellites, appear at larger binding energies, where the ion is left excited or loses a second electron.

The orbital energy is then the position of no line in particular. The question is whether it still describes anything in the spectrum. Under conditions that will be stated as they arise, it is the mean binding energy, each line being weighted by its intensity. This is the Manne--{\AA}berg rule. Two derivations follow. The first uses creation and annihilation operators, the second uses wave functions in coordinate space.

\subsection{Hamiltonian, final states and the golden rule}

The algebra is in atomic units. The nuclei are fixed and the Hamiltonian is nonrelativistic. The spin orbitals $\varphi_i(x)$ are orthonormal, with $x$ standing for position and spin, and $c_i$ removes an electron from $\varphi_i$:
\begin{equation}
c_ic_j^\dagger+c_j^\dagger c_i=\delta_{ij},\qquad c_ic_j+c_jc_i=0 .
\end{equation}
The Hamiltonian is
\begin{align}
H&=\sum_{ij}h_{ij}c_i^\dagger c_j+\frac12\sum_{ijlm}\langle ij|lm\rangle\,c_i^\dagger c_j^\dagger c_mc_l ,\\
\langle ij|lm\rangle&=\int\! dx\,dx'\,\frac{\varphi_i^*(x)\varphi_j^*(x')\varphi_l(x)\varphi_m(x')}{|\mathbf r-\mathbf r'|} ,
\end{align}
where $h$ contains the kinetic energy and the attraction of the nuclei.

Let $\Psi_0$ be the normalized initial state of $N$ electrons, and let $\Psi_f$ be the normalized eigenstates of $H$ with $N-1$ electrons and energies $E_f$. The reference energy of the initial state is $E_0$, and the binding energy of line $f$ is
\begin{equation}
B_f=E_f-E_0 .
\end{equation}
For an eigenstate, $E_0$ is its eigenvalue. For an approximate state it must be specified, and this choice will matter.

The sudden approximation takes the outgoing electron, in orbital $p$ with kinetic energy $\epsilon$, to be fast enough that its interaction with the ion left behind can be neglected. The final state is then $c_p^\dagger|\Psi_f\rangle$ with energy $E_f+\epsilon$. Its squared norm is
\begin{equation}
\langle\Psi_f|c_pc_p^\dagger|\Psi_f\rangle
=1-\langle\Psi_f|c_p^\dagger c_p|\Psi_f\rangle ,
\end{equation}
which equals one if $c_p|\Psi_f\rangle=0$, that is, if the ion contains no electron in orbital $p$. This is a second assumption. It is reasonable for the lines that matter when the photoelectron is much faster than any electron in the ion or any electron shaken off with it. It cannot hold for every member of a complete set of ion states, because some of those states contain an electron as fast as $p$. The intensity formula below therefore applies to lines in which the photoelectron is clearly the fast one.

The light couples to the electrons through a one-electron operator,
\begin{equation}
D=\sum_{ij}d_{ij}\,c_i^\dagger c_j ,\qquad d_{ij}=\langle\varphi_i|d|\varphi_j\rangle ,
\end{equation}
where $d$ is the dipole operator along the polarization, in its length or momentum form. For light of angular frequency $\omega$, Fermi's golden rule gives a rate proportional to the squared matrix element of $D$ and to a delta function that conserves energy, $E_0+\omega=E_f+\epsilon$. With the continuum orbitals normalized per unit energy, and for a chosen direction and spin of the photoelectron,
\begin{equation}
I(\epsilon)\propto\sum_f\left|\langle\Psi_f|c_pD|\Psi_0\rangle\right|^2\delta(\omega-B_f-\epsilon) .
\end{equation}

\subsection{The Dyson orbital}

The amplitude is simplified by moving $c_p$ to the right. The first anticommutator and then the second give
\begin{align}
c_pc_i^\dagger c_j&=\delta_{pi}c_j-c_i^\dagger c_pc_j
=\delta_{pi}c_j+c_i^\dagger c_jc_p .
\end{align}
Multiplication by $d_{ij}$ and summation yield
\begin{equation}
\langle\Psi_f|c_pD|\Psi_0\rangle
=\sum_jd_{pj}\langle\Psi_f|c_j|\Psi_0\rangle+\langle\Psi_f|D\,c_p|\Psi_0\rangle .
\label{eq:fullamp}
\end{equation}
In the second term the electron in orbital $p$ was already present in the initial state, and the light acted on one of the others. If the initial state has no such component, $c_p|\Psi_0\rangle=0$, this term vanishes.

The first term contains the Dyson orbital
\begin{equation}
\phi_f(x)=\sum_j\varphi_j(x)\,s_{fj},\qquad s_{fj}=\langle\Psi_f|c_j|\Psi_0\rangle .
\label{eq:dyson}
\end{equation}
It is a function of one electron's coordinates that records how the initial state differs from the ion state. By linearity $\sum_jd_{pj}s_{fj}=\langle\varphi_p|d|\phi_f\rangle$, so that
\begin{equation}
I(\epsilon)\propto\sum_f\left|\langle\varphi_p|d|\phi_f\rangle\right|^2\delta(\omega-B_f-\epsilon) .
\label{eq:intensity}
\end{equation}
All many-electron effects that survive the sudden approximation are in the energies $B_f$ and the orbitals $\phi_f$. The initial state may be correlated, but a correlated state in general has a small amplitude in continuum orbitals, so $c_p|\Psi_0\rangle=0$ is then an approximation. The Dyson orbital is not normalized to one: its squared norm is $\sum_j|s_{fj}|^2$, which is part of the strength of the line.

\subsection{A Hartree--Fock initial state}

Now let $\Psi_0$ be a Hartree--Fock determinant $\Phi_0$. An operator $c_j$ gives zero on $\Phi_0$ unless $\varphi_j$ is occupied, so the sum in \eqref{eq:dyson} runs over occupied orbitals.

For a core level $k$, suppose that the term $j=k$ dominates the Dyson orbital over the spectral region of interest. Then $\langle\varphi_p|d|\phi_f\rangle\approx d_{pk}s_{fk}$, and the line intensity is
\begin{equation}
|d_{pk}|^2\,w_f ,\qquad w_f=|s_{fk}|^2=\left|\langle\Psi_f|c_k|\Phi_0\rangle\right|^2 .
\end{equation}
At a fixed photon energy different lines have different kinetic energies, so $p$ changes from line to line. If $|d_{pk}|^2$ varies little over the spectrum, intensities are proportional to $w_f$. The rule is a statement about the numbers $w_f$. These two conditions, one dominant channel and a constant dipole factor, connect it to a measured spectrum.

The total weight follows from completeness of the ion states, $\sum_f|\Psi_f\rangle\langle\Psi_f|=1$ in the space of $N-1$ electrons:
\begin{equation}
\sum_fw_f=\langle\Phi_0|c_k^\dagger c_k|\Phi_0\rangle=1 .
\label{eq:norm}
\end{equation}
The sum includes the continuum states in which a second electron has left the atom, and it becomes an integral there.

\subsection{The first moment as a commutator}

Choose as reference the Hartree--Fock energy,
\begin{equation}
E_0=E_{\rm HF}=\langle\Phi_0|H|\Phi_0\rangle .
\end{equation}
It is useful to treat two occupied orbitals $i$ and $k$ together and define
\begin{equation}
M_{ik}=\sum_fs_{fi}^*\,s_{fk}\,B_f .
\end{equation}
The diagonal element $M_{kk}$ is the mean binding energy sought, since the weights sum to one. Because $H|\Psi_f\rangle=E_f|\Psi_f\rangle$, completeness gives
\begin{align}
M_{ik}&=\langle\Phi_0|c_i^\dagger(H-E_0)c_k|\Phi_0\rangle\nonumber\\
&=\langle\Phi_0|c_i^\dagger[H,c_k]|\Phi_0\rangle
+\langle\Phi_0|c_i^\dagger c_k(H-E_0)|\Phi_0\rangle ,
\label{eq:split}
\end{align}
where $Hc_k=[H,c_k]+c_kH$ was used.

The last term needs care, because $\Phi_0$ is not an eigenstate of $H$ and $(H-E_0)|\Phi_0\rangle$ is not zero. Let the operators act to the left instead. The bra $\langle\Phi_0|c_i^\dagger c_k$ is the conjugate of $c_k^\dagger c_i|\Phi_0\rangle$. For $i=k$ this vector is $|\Phi_0\rangle$, and the term becomes $\langle\Phi_0|H|\Phi_0\rangle-E_0=0$. For $i\ne k$ the vector vanishes, since $c_k^\dagger$ tries to fill an orbital that is already full. The last term of \eqref{eq:split} is therefore zero in both cases.

The commutator has a one-electron and a two-electron part. For the first,
\begin{align}
[c_i^\dagger c_j,c_k]&=c_i^\dagger c_jc_k-c_kc_i^\dagger c_j\nonumber\\
&=c_i^\dagger c_jc_k-\delta_{ik}c_j+c_i^\dagger c_kc_j=-\delta_{ik}c_j ,
\end{align}
because $c_jc_k=-c_kc_j$. For the second, $c_k$ is moved through two creation operators:
\begin{align}
c_kc_i^\dagger c_j^\dagger c_mc_l
&=\delta_{ik}c_j^\dagger c_mc_l-c_i^\dagger c_kc_j^\dagger c_mc_l\nonumber\\
&=\delta_{ik}c_j^\dagger c_mc_l-\delta_{jk}c_i^\dagger c_mc_l
+c_i^\dagger c_j^\dagger c_kc_mc_l .
\end{align}
In the last term $c_k$ passes two annihilation operators with two sign changes, which gives $c_i^\dagger c_j^\dagger c_mc_lc_k$. Hence
\begin{equation}
[c_i^\dagger c_j^\dagger c_mc_l,c_k]=-\delta_{ik}c_j^\dagger c_mc_l+\delta_{jk}c_i^\dagger c_mc_l .
\end{equation}
This is multiplied by $\frac12\langle ij|lm\rangle$ and summed. In the second contribution rename $i$ as $j$ and exchange the names $l$ and $m$. It becomes $\frac12\sum\langle jk|ml\rangle c_j^\dagger c_lc_m$. Since $\langle jk|ml\rangle=\langle kj|lm\rangle$ and $c_lc_m=-c_mc_l$, it equals the first contribution, and the factor $\frac12$ disappears:
\begin{equation}
[H,c_k]=-\sum_jh_{kj}c_j-\sum_{jlm}\langle kj|lm\rangle\,c_j^\dagger c_mc_l .
\label{eq:comm}
\end{equation}

\subsection{Evaluation in the determinant}

For occupied $i$, $\langle\Phi_0|c_i^\dagger c_j|\Phi_0\rangle=\delta_{ij}$. The two-electron average is the overlap of $c_jc_i|\Phi_0\rangle$ with $c_mc_l|\Phi_0\rangle$. Both vectors are determinants with two electrons missing, so the same two orbitals must be missing from each. The overlap is $+1$ for $l=i$, $m=j$ and $-1$ for $l=j$, $m=i$:
\begin{equation}
\langle\Phi_0|c_i^\dagger c_j^\dagger c_mc_l|\Phi_0\rangle
=\delta_{li}\delta_{mj}-\delta_{lj}\delta_{mi}\qquad(j\ \text{occupied}).
\label{eq:pair}
\end{equation}
For $i=j$ the two terms cancel, as they must. Inserting \eqref{eq:comm} and \eqref{eq:pair} in \eqref{eq:split} gives
\begin{equation}
M_{ik}=-\Big[h_{ki}+\sum_{j}^{\rm occ}\big(\langle kj|ij\rangle-\langle kj|ji\rangle\big)\Big]\equiv-F_{ki} .
\end{equation}
The bracket is a matrix element of the Fock operator. Canonical Hartree--Fock orbitals diagonalize it, $F_{ki}=\varepsilon_k\delta_{ki}$, and therefore
\begin{equation}
M_{ik}=-\varepsilon_k\delta_{ik},\qquad \sum_fw_fB_f=-\varepsilon_k .
\label{eq:rule}
\end{equation}
The second equation is the Manne--{\AA}berg rule.

The off-diagonal result concerns interference. In a single line, amplitudes from two occupied orbitals can add or cancel. If the elements $d_{pj}$ are held fixed over the spectrum, the first moment of the full intensity is
\begin{equation}
\sum_f\Big|\sum_jd_{pj}s_{fj}\Big|^2B_f=\sum_{ij}d_{pi}^*d_{pj}M_{ij}
=-\sum_j|d_{pj}|^2\varepsilon_j ,
\end{equation}
and the interference terms have dropped out. They drop out of the total intensity too, because $\sum_fs_{fi}^*s_{fj}=\langle\Phi_0|c_i^\dagger c_j|\Phi_0\rangle=\delta_{ij}$.

\subsection{A correlated initial state}

If $\Psi_0$ is an eigenstate of $H$ with eigenvalue $E_0$, the last term of \eqref{eq:split} vanishes for a different reason, namely $(H-E_0)|\Psi_0\rangle=0$. The total weight is now the occupation $n_k=\langle\Psi_0|c_k^\dagger c_k|\Psi_0\rangle$, and the mean is
\begin{equation}
\bar B_k=-\frac1{n_k}\Big[\sum_jh_{kj}\langle c_k^\dagger c_j\rangle
+\sum_{jlm}\langle kj|lm\rangle\langle c_k^\dagger c_j^\dagger c_mc_l\rangle\Big],
\label{eq:corr}
\end{equation}
with averages taken in $\Psi_0$. The factorized form \eqref{eq:pair} is no longer available, so the bracket need not reduce to an orbital energy. The rule \eqref{eq:rule} is a mean-field statement about the initial state. It makes no such restriction on the ion states, which may be correlated to any degree.

\section{Wave-function derivation, comparison and example}

\subsection{Symbols and results carried over}

The initial state $\Psi_0$ has $N$ electrons and reference energy $E_0$. The ion states $\Psi_f$ have energies $E_f$ and binding energies $B_f=E_f-E_0$. The photoelectron occupies $\varphi_p$, with kinetic energy $\epsilon$, and $d$ is the one-electron dipole operator. The operator derivation gave the intensity $|\langle\varphi_p|d|\phi_f\rangle|^2$ for line $f$, with $\phi_f=\sum_j\varphi_js_{fj}$ the Dyson orbital. For a Hartree--Fock determinant $\Phi_0$ with energy $E_{\rm HF}$, the weights $w_f=|s_{fk}|^2$ of an occupied orbital $k$ sum to one, and their mean binding energy is $-\varepsilon_k$. The same results are now obtained without operators $c_k$.

\subsection{The amplitude in coordinate space}

The final state is the antisymmetric product of the photoelectron orbital and the ion state,
\begin{equation}
\Psi_{pf}=\frac1{\sqrt N}\sum_{a=1}^N(-1)^{a-1}\varphi_p(x_a)\,\Psi_f(\ldots x_{a-1},x_{a+1}\ldots) .
\end{equation}
The sign is that of the $a-1$ exchanges that bring $x_a$ to the front. If $\varphi_p$ is absent from the ion, $\int\varphi_p^*(x)\Psi_f(x,\ldots)\,dx=0$, different terms are orthogonal. The $N$ remaining terms each contribute $1/N$ to the squared norm, which is one.

The dipole operator is a sum $\sum_bd_b$ over electrons. In the matrix element with $\Psi_0$, relabelling coordinates turns term $a$ into the first term, and the sign from the antisymmetry of $\Psi_0$ cancels $(-1)^{a-1}$. There are $N$ equal terms and a prefactor $1/\sqrt N$:
\begin{equation}
\Big\langle\Psi_{pf}\Big|\sum_bd_b\Big|\Psi_0\Big\rangle
=\sqrt N\int\varphi_p^*(x_1)\Psi_f^*(x_2\ldots x_N)\sum_bd_b\Psi_0\,dx_1\cdots dx_N .
\end{equation}
For $b\geq2$ the operator leaves $x_1$ alone. The integral over $x_1$ is then the overlap of $\varphi_p$ with the initial state, which vanishes by assumption. The term $b=1$ remains and equals $\langle\varphi_p|d|\phi_f\rangle$ with
\begin{equation}
\phi_f(x)=\sqrt N\int\Psi_f^*(x_2\ldots x_N)\Psi_0(x,x_2\ldots x_N)\,dx_2\cdots dx_N .
\label{eq:overlap}
\end{equation}
This is the Dyson orbital as an overlap integral. The discarded terms $b\ge2$ are the second term of \eqref{eq:fullamp}.

The operator derivation has given the line intensities and shown that, for a Hartree--Fock initial state, the weighted mean binding energy is $-\varepsilon_k$; the wave-function derivation has so far recovered the intensity and the Dyson orbital. It remains to derive the mean by the second route, compare the assumptions, test the rule on the nitrogen atom and examine departures from it.
